# Dipolar order on cubic lattices from the Ewald tensor: test program

```python
"""Dipolar order on cubic Bravais lattices from the Ewald tensor T(q).

Result under test: the largest eigenvalue of T(q) belongs to columnar
antiferroelectric order on simple cubic (sc), while on bcc and fcc its
supremum is the transverse q -> 0 ferroelectric limit 4 pi/(3 v).
Energy per dipole = -p^2 eigenvalue/2; p is the dipole, v the primitive
volume, and lengths inside the calculation are in the cubic edge a.
T(q) = sum over nonzero R of (3 R R - R^2 I)/R^5 cos(q.R).
Uniform order is shape dependent; N denotes a depolarization factor.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize
from scipy.special import erfc, gammaincc, k0, zeta

PI = np.pi
IDENTITY = np.eye(3)
rng = np.random.default_rng(7)

# The first primitive vector is also the direction of the dipole columns.
primitive = {
    "sc": np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]], float),
    "bcc": np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1]]) / 2,
    "fcc": np.array([[1, 1, 0], [1, 0, 1], [0, 1, 1]]) / 2,
}
centering = {
    "sc": np.array([[0, 0, 0]], float),
    "bcc": np.array([[0, 0, 0], [1, 1, 1]]) / 2,
    "fcc": np.array([[0, 0, 0], [1, 1, 0], [1, 0, 1], [0, 1, 1]]) / 2,
}
# Wavevectors in units of 2 pi/a, one from each class of half vectors.
special = {
    "sc": {"X": (.5, 0, 0), "M": (.5, .5, 0), "R": (.5, .5, .5)},
    "bcc": {"N": (.5, .5, 0), "H": (1, 0, 0)},
    "fcc": {"L": (.5, .5, .5), "X": (1, 0, 0)},
}


def make_ewald(vectors, eta_factor=1.0):
    """Return a function giving T for an array of nonzero wavevectors."""
    volume = abs(np.linalg.det(vectors))
    eta = eta_factor * np.sqrt(PI) / volume**(1 / 3)
    integers = np.array(list(itertools.product(range(-5, 6), repeat=3)))
    sites = integers @ vectors
    sites = sites[np.any(integers != 0, axis=1)]
    distance = np.linalg.norm(sites, axis=1)
    keep = eta * distance < 6.5
    sites, distance = sites[keep], distance[keep]
    gaussian = 2 * eta / np.sqrt(PI) * np.exp(-(eta * distance)**2)
    complement = erfc(eta * distance)
    diagonal = complement / distance**3 + gaussian / distance**2
    radial = (3 * complement / distance**5
              + gaussian * (2 * eta**2 + 3 / distance**2) / distance**2)
    hessian = (radial[:, None, None] * sites[:, :, None] * sites[:, None, :]
               - diagonal[:, None, None] * IDENTITY)
    reciprocal = integers @ (2 * PI * np.linalg.inv(vectors).T)

    def tensor(wavevectors):
        wavevectors = np.atleast_2d(wavevectors)
        short = np.tensordot(np.cos(wavevectors @ sites.T), hessian, axes=1)
        shifted = wavevectors[:, None, :] + reciprocal
        squared = np.sum(shifted**2, axis=2)
        factor = np.exp(-squared / (4 * eta**2)) / squared
        long = np.swapaxes(shifted * factor[:, :, None], 1, 2) @ shifted
        return (short - 4 * PI / volume * long
                + 4 * eta**3 / (3 * np.sqrt(PI)) * IDENTITY)

    return tensor


def direct_points(offsets, half_widths):
    axes = [np.arange(-n, n + 1) for n in half_widths]
    cube = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    points = np.concatenate([cube + offset for offset in offsets])
    return points[np.sum(points**2, axis=1) > 1e-12]


def direct_tensor(points, weights):
    distance_squared = np.sum(points**2, axis=1)
    factor = weights / distance_squared**2.5
    moment = (points * factor[:, None]).T @ points
    return 3 * moment - np.trace(moment) * IDENTITY


def direct_field(points, weights, dipoles):
    squared = np.sum(points**2, axis=1)
    factor = weights / squared**2.5
    projection = np.sum(points * dipoles, axis=1)
    return (3 * (factor * projection) @ points
            - (factor * squared) @ dipoles)


def column_couplings(vectors):
    """Fields at one column from all parallel columns, by Bessel sums."""
    spacing = np.linalg.norm(vectors[0])
    axis = vectors[0] / spacing
    labels = np.array([(i, j) for i in range(-8, 9) for j in range(-8, 9)
                       if (i, j) != (0, 0)])
    offsets = labels @ vectors[1:]
    height = offsets @ axis
    radius = np.linalg.norm(offsets - height[:, None] * axis, axis=1)
    coupling = np.zeros(len(labels))
    for harmonic in range(1, 8):
        coupling -= (16 * PI**2 / spacing**3 * harmonic**2
                     * k0(2 * PI * harmonic * radius / spacing)
                     * np.cos(2 * PI * harmonic * height / spacing))
    return labels, radius, height / spacing, coupling, spacing


dipole = 1.0
edge = 8.0
energy_unit = 1000 * dipole**2 / edge**3
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"dipole p = {dipole:.1f} e a0")
print(f"cubic edge a = {edge:.1f} a0")
print(f"energy unit p^2/a^3 = {energy_unit:.6f} mHa")
print("eigenvalues and couplings below: units 1/a^3")

for name, vectors in primitive.items():
    volume = abs(np.linalg.det(vectors))
    ferro = 4 * PI / (3 * volume)
    tensor = make_ewald(vectors)
    other_split = make_ewald(vectors, 1.12)

    # Direct sums use a smooth cutoff with vanishing low-order errors.
    points = direct_points(centering[name], (25, 25, 25))
    weights = gammaincc(4, 0.04 * np.sum(points**2, axis=1))
    generic = 2 * PI * np.array([.5, .4, .3])
    first_special = 2 * PI * np.array(next(iter(special[name].values())))
    for wave in (generic, first_special):
        direct = direct_tensor(points, weights * np.cos(points @ wave))
        assert np.allclose(direct, tensor(wave)[0], atol=2e-5, rtol=0)
        assert np.allclose(other_split(wave), tensor(wave), atol=1e-9, rtol=0)

    # A smooth family of similar ellipsoids tests the shape dependence.
    aspect = 4.0
    needle = direct_points(centering[name], (15, 15, 60))
    ellipsoid = (needle[:, 0]**2 + needle[:, 1]**2
                 + (needle[:, 2] / aspect)**2) / 9
    needle_sum = direct_tensor(needle, gammaincc(4, ellipsoid))[2, 2]
    eccentricity = np.sqrt(1 - 1 / aspect**2)
    depolarization = ((1 - eccentricity**2) / eccentricity**3
                      * (np.arctanh(eccentricity) - eccentricity))
    shape_value = 4 * PI / volume * (1 / 3 - depolarization)
    assert abs(needle_sum - shape_value) < 2e-4
    sphere_sum = direct_tensor(points, weights)[2, 2]
    assert abs(sphere_sum) < 1e-7

    print(f"{name}: ferroelectric limit = {ferro:.6f}")
    values = {}
    for label, reduced in special[name].items():
        eigenvalues = np.linalg.eigvalsh(tensor(2 * PI * np.array(reduced))[0])
        values[label] = eigenvalues[-1]
        shown = " ".join(f"{x + 0.0:.6f}" for x in np.round(eigenvalues, 9))
        print(f"{name} {label}: eigenvalues = {shown}")
    best_label = max(values, key=values.get)
    antiferro = values[best_label]

    # Near zero wavevector, two endpoint curvatures determine all directions.
    small = 0.02
    axial = tensor([small, 0, 0])[0]
    diagonal_q = small * np.array([1, 1, 0]) / np.sqrt(2)
    diagonal_e = np.array([1, -1, 0]) / np.sqrt(2)
    curvature_zero = (axial[1, 1] - ferro) / small**2
    curvature_half = (diagonal_e @ tensor(diagonal_q)[0] @ diagonal_e
                      - ferro) / small**2
    for _ in range(8):
        direction = rng.normal(size=3)
        direction /= np.linalg.norm(direction)
        polarization = np.cross(direction, rng.normal(size=3))
        polarization /= np.linalg.norm(polarization)
        overlap = np.sum(direction**2 * polarization**2)
        assert -1e-12 <= overlap <= .5 + 1e-12
        measured = (polarization @ tensor(small * direction)[0] @ polarization
                    - ferro) / small**2
        predicted = (curvature_zero
                     + 2 * overlap * (curvature_half - curvature_zero))
        assert abs(measured - predicted) < 1e-3
    print(f"{name} curvature, s=0: {curvature_zero:.5f} 1/a")
    print(f"{name} curvature, s=1/2: {curvature_half:.5f} 1/a")

    # Search one full reciprocal cell and then optimize between grid points.
    divisions = 16
    fraction_axis = (np.arange(divisions) - divisions // 2) / divisions
    fractions = np.array(list(itertools.product(fraction_axis, repeat=3)))
    fractions = fractions[np.any(fractions != 0, axis=1)]
    reciprocal_basis = 2 * PI * np.linalg.inv(vectors).T
    waves = fractions @ reciprocal_basis
    largest = np.concatenate([
        np.linalg.eigvalsh(tensor(waves[start:start + 256]))[:, -1]
        for start in range(0, len(waves), 256)])

    def negative_largest(fraction):
        wrapped = (fraction + .5) % 1 - .5
        if np.linalg.norm(wrapped) < 1e-10:
            return -ferro
        return -np.linalg.eigvalsh(tensor(wrapped @ reciprocal_basis)[0])[-1]

    starts = list(rng.uniform(-.5, .5, size=(8, 3)))
    starts.append(fractions[np.argmax(largest)] + np.array([.03, -.02, .04]))
    optimized = [-minimize(negative_largest, start, method="Nelder-Mead",
                           options={"maxiter": 220, "xatol": 1e-6,
                                    "fatol": 1e-11}).fun for start in starts]
    print(f"{name} grid maximum, q nonzero = {largest.max():.6f}")
    print(f"{name} optimized maximum = {max(optimized):.6f}")

    # Column sums provide a separate calculation and explain the preference.
    labels, radius, shift, coupling, spacing = column_couplings(vectors)
    single_column = 4 * zeta(3) / spacing**3
    assert abs(single_column + coupling.sum() - ferro) < 1e-8
    print(f"{name} single column = {single_column:.6f}")
    for shell_radius in np.unique(np.round(radius, 7))[:2]:
        members = np.abs(radius - shell_radius) < 1e-6
        assert np.ptp(coupling[members]) < 1e-9
        first_shift = shift[members][0]
        shift_size = abs(first_shift - np.round(first_shift))
        print(f"{name} columns: n={members.sum()}, rho={shell_radius:.4f} a, "
              f"shift={shift_size:.3f} d, J={coupling[members][0]:.5f}")
    nearest_coupling = coupling[np.argmin(radius)]

    if name == "sc":
        assert best_label == "M" and antiferro > ferro
        assert np.count_nonzero(np.abs(largest - antiferro) < 1e-9) == 3
        assert largest.max() <= antiferro + 1e-9
        assert max(optimized) <= antiferro + 1e-9
        assert max(optimized) > antiferro - 1e-6
        assert curvature_zero > 0 and nearest_coupling < 0
        signs = (-1.0)**np.sum(labels, axis=1)
        assert abs(single_column + signs @ coupling - antiferro) < 1e-8
        column_tensor = tensor(2 * PI * np.array(special[name]["M"]))[0]
        assert abs(column_tensor[2, 2] - antiferro) < 1e-9

        # Three columnar waves combine into dipoles of equal length.
        amplitudes = np.array([.48, .60, .64])
        for site in (np.zeros(3), np.array([1., 0, 0]), np.array([1., 1, 0])):
            position = points + site
            x, y, z = position.T
            pattern = np.column_stack((np.cos(PI * (y + z)),
                                       np.cos(PI * (x + z)),
                                       np.cos(PI * (x + y)))) * amplitudes
            sx, sy, sz = site
            local = amplitudes * np.cos(PI * np.array([sy + sz, sx + sz,
                                                       sx + sy]))
            field = direct_field(points, weights, pattern)
            assert np.allclose(np.linalg.norm(pattern, axis=1), 1)
            assert np.allclose(field, antiferro * local, atol=2e-5, rtol=0)
        print(f"sc mixed-state energy = {-field @ local / 2:.6f} p^2/a^3")
        winner = antiferro
    else:
        assert ferro > antiferro
        assert largest.max() < ferro
        assert max(optimized) <= ferro + 1e-9
        assert curvature_zero < 0 and curvature_half < 0
        assert nearest_coupling > 0
        critical = 1 / 3 - volume * antiferro / (4 * PI)
        print(f"{name} tie with {best_label}: N = {critical:.6f}")

        # A fixed-length transverse helix tests modulation without net dipole.
        short_wave = PI / 2
        phase = short_wave * points[:, 2]
        helix = np.column_stack((np.cos(phase), np.sin(phase), 0 * phase))
        helix_field = direct_field(points, weights, helix)[0]
        assert abs(helix_field - tensor([0, 0, short_wave])[0, 0, 0]) < 5e-3
        long_value = tensor([0, 0, 2 * PI / 50])[0, 0, 0]
        assert 0 < ferro - long_value < .01 * ferro
        print(f"{name} helix, period 50 a: value = {long_value:.6f}")
        winner = ferro

    ferro_energy = -ferro * energy_unit / 2
    antiferro_energy = -antiferro * energy_unit / 2
    winning_energy = -winner * energy_unit / 2
    print(f"{name} energy, ferroelectric = {ferro_energy:.5f} mHa")
    print(f"{name} energy, {best_label} order = {antiferro_energy:.5f} mHa")
    print(f"{name} winning energy = {winning_energy * hartree_ev:.3f} meV")

print("success")
```

Printed output:

```
dipole p = 1.0 e a0
cubic edge a = 8.0 a0
energy unit p^2/a^3 = 1.953125 mHa
eigenvalues and couplings below: units 1/a^3
sc: ferroelectric limit = 4.188790
sc X: eigenvalues = -9.687443 4.843722 4.843722
sc M: eigenvalues = -2.676789 -2.676789 5.353577
sc R: eigenvalues = 0.000000 0.000000 0.000000
sc curvature, s=0: 0.16484 1/a
sc curvature, s=1/2: -0.72015 1/a
sc grid maximum, q nonzero = 5.353577
sc optimized maximum = 5.353577
sc single column = 4.808228
sc columns: n=4, rho=1.0000 a, shift=0.000 d, J=-0.14552
sc columns: n=4, rho=1.4142 a, shift=0.000 d, J=-0.00907
sc mixed-state energy = -2.676789 p^2/a^3
sc energy, ferroelectric = -4.09062 mHa
sc energy, M order = -5.22810 mHa
sc winning energy = -142.264 meV
bcc: ferroelectric limit = 8.377580
bcc N: eigenvalues = -13.297261 5.353577 7.943684
bcc H: eigenvalues = 0.000000 0.000000 0.000000
bcc curvature, s=0: -0.37120 1/a
bcc curvature, s=1/2: -0.04974 1/a
bcc grid maximum, q nonzero = 8.362385
bcc optimized maximum = 8.377580
bcc single column = 7.402751
bcc columns: n=6, rho=0.8165 a, shift=0.333 d, J=0.16544
bcc columns: n=6, rho=1.4142 a, shift=0.000 d, J=-0.00329
bcc tie with N: N = 0.017264
bcc helix, period 50 a: value = 8.371719
bcc energy, ferroelectric = -8.18123 mHa
bcc energy, N order = -7.75750 mHa
bcc winning energy = -222.623 meV
fcc: ferroelectric limit = 16.755161
fcc L: eigenvalues = -28.921178 14.460589 14.460589
fcc X: eigenvalues = -17.335463 8.667731 8.667731
fcc curvature, s=0: -0.47416 1/a
fcc curvature, s=1/2: -0.05290 1/a
fcc grid maximum, q nonzero = 16.682195
fcc optimized maximum = 16.755161
fcc single column = 13.599721
fcc columns: n=4, rho=0.6124 a, shift=0.500 d, J=1.00562
fcc columns: n=2, rho=0.7071 a, shift=0.000 d, J=-0.41158
fcc tie with L: N = 0.045649
fcc helix, period 50 a: value = 16.747675
fcc energy, ferroelectric = -16.36246 mHa
fcc energy, L order = -14.12167 mHa
fcc winning energy = -445.245 meV
success
```
